\section*{Linear time-averaged squared displacement does not establish normal diffusion}

\section{The argument under review}

The argument concerns simulated trajectories of single holes in the valence-band tail of hydrogenated amorphous silicon. Each record lasts $T=1\,\mu$s. For a record $x(t)$, the authors compute
\begin{equation}
\delta^2(\Delta;T)=\frac{1}{T-\Delta}\int_0^{T-\Delta}[x(t+\Delta)-x(t)]^2\,dt
\label{def}
\end{equation}
and average it over records. Between lags of 2 and 20 ns the result rises from 8.74 to 82.7 nm$^2$, a logarithmic slope of 0.976. They conclude that the motion is normal diffusion, read $D\approx2.2\times10^{-5}$ cm$^2$/s from $\delta^2=2D\Delta$ at the 2 ns lag, and extrapolate the spreading to 10 $\mu$s.

The straight line is real. The question is whether it can distinguish normal diffusion from the trapping in the authors' own model.

\section{How the ensemble spreads}

The model has trap depths distributed as $g(E)=e^{-E/E_0}/E_0$ and release rate $\nu e^{-E/kT}$. A fresh depth is drawn at every capture, and the clock starts at a capture. Steps along the observed axis are independent of each other and of the waits, with zero mean and variance $a^2$; their duration is neglected. There is no boundary. Let $\alpha=kT/E_0<1$.

With $u=e^{-E/kT}$ we have $g\,dE\to\alpha u^{\alpha-1}du$, so the probability of still being trapped after a time $t$ is
\begin{align}
\Psi(t)&=\alpha\int_0^1u^{\alpha-1}e^{-\nu tu}\,du
=\frac{\alpha}{(\nu t)^{\alpha}}\int_0^{\nu t}v^{\alpha-1}e^{-v}\,dv\nonumber\\
&\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha},\qquad \nu t\gg1 .
\label{surv}
\end{align}
The mean wait $\int_0^\infty\Psi\,dt$ diverges. For $\alpha>1$ it would be $(\alpha/\nu)\int_0^1u^{\alpha-2}du=\alpha/[(\alpha-1)\nu]$, and growth would become linear at long times, though slowly near $\alpha=1$: at $\alpha=1.03$ and $\nu=10^{12}$ s$^{-1}$ the logarithmic slope of the jump count from 1 to 10 $\mu$s is still 0.945.

Measure time in units of $1/\nu$ for the moment. If $\tilde\psi(s)$ is the Laplace transform of the waiting-time density, then $1-\tilde\psi=s\tilde\Psi$. Substituting $u=sv$,
\begin{equation}
1-\tilde\psi(s)=\alpha\int_0^1\frac{s\,u^{\alpha-1}}{s+u}\,du
=\alpha s^\alpha\int_0^{1/s}\frac{v^{\alpha-1}}{1+v}\,dv
\simeq Cs^\alpha,\quad C=\frac{\pi\alpha}{\sin\pi\alpha},
\end{equation}
for $s\ll1$. At least $n$ jumps have occurred by time $t$ if $n$ waits fit into $t$, an event whose probability has transform $\tilde\psi^n/s$. Summing over $n\ge1$ gives the transform of the mean jump count:
\begin{equation}
\frac{\tilde\psi}{s(1-\tilde\psi)}\simeq\frac{1}{Cs^{1+\alpha}}
\quad\Rightarrow\quad
\langle N(t)\rangle\simeq K t^\alpha,\quad K=\frac{\nu^\alpha}{C\,\Gamma(1+\alpha)},
\label{N}
\end{equation}
with $\nu$ restored. Products of different steps average to zero, so $\langle x^2(t)\rangle=a^2\langle N(t)\rangle\propto t^\alpha$. The ensemble is subdiffusive.

\section{Why the time average is nevertheless linear}

The same independence gives $\langle[x(t+\Delta)-x(t)]^2\rangle=a^2[\langle N(t+\Delta)\rangle-\langle N(t)\rangle]$. Insert this in (\ref{def}) and shift the variable in the first term:
\begin{align}
\langle\delta^2\rangle&=\frac{a^2}{T-\Delta}\left[\int_\Delta^T Kt^\alpha dt-\int_0^{T-\Delta}Kt^\alpha dt\right]\nonumber\\
&=a^2\langle N(T)\rangle\,\frac{1-r^{1+\alpha}-(1-r)^{1+\alpha}}{(1+\alpha)(1-r)},\qquad r=\frac{\Delta}{T}.
\label{mean}
\end{align}
For small $r$, $1-(1-r)^{1+\alpha}=(1+\alpha)r+O(r^2)$. Hence
\begin{equation}
\langle\delta^2\rangle=a^2\langle N(T)\rangle\frac{\Delta}{T}\left[1-\frac{r^\alpha}{1+\alpha}+O(r)\right],
\qquad \nu^{-1}\ll\Delta\ll T .
\label{linear}
\end{equation}
The linearity has a simple origin. A jump at $t_i$, away from the record's ends, lies inside the window for starting times between $t_i-\Delta$ and $t_i$. It is therefore counted for a duration $\Delta$, whatever the waits around it. The lag dependence mainly counts jumps; it does not test whether they arrive at a steady rate.

The non-steady rate appears in the prefactor. The apparent coefficient,
\begin{equation}
D_{\rm app}(T)=\frac{a^2\langle N(T)\rangle}{2T}\propto T^{\alpha-1},
\label{D}
\end{equation}
falls as the record grows, because longer records contain longer immobile periods.

\section{What one record shows}

An average over records can hide large differences between them. Let $\xi_i$ be the steps. Two jumps separated by $t_{ij}<\Delta$ share a window for a duration $\Delta-t_{ij}$. Neglecting the ends of the record,
\begin{equation}
T\delta^2\simeq\Delta\sum_i\xi_i^2+2\sum_{i<j}\xi_i\xi_j(\Delta-t_{ij})_+ ,
\label{single}
\end{equation}
where $(y)_+$ is $y$ for positive $y$ and zero otherwise. The cross terms have zero mean and, for given jump times, variance $4a^4\sum_{i<j}(\Delta-t_{ij})_+^2$. The process restarts at each jump, so later jumps occur at separation $s$ with mean density $d(Ks^\alpha)/ds$. Integrating by parts,
\begin{align}
\Big\langle\sum_{i<j}(\Delta-t_{ij})_+^2\Big\rangle
&\simeq\langle N(T)\rangle\,2K\int_0^\Delta(\Delta-s)s^\alpha ds\nonumber\\
&=\langle N(T)\rangle\frac{2K\Delta^{2+\alpha}}{(1+\alpha)(2+\alpha)} .
\end{align}
Multiply by $4a^4$ and divide by the squared leading mean, $[a^2\langle N(T)\rangle\Delta]^2$. The relative variance from cross terms is
\begin{equation}
\frac{8\,r^\alpha}{(1+\alpha)(2+\alpha)} .
\label{noise}
\end{equation}
The first sum in (\ref{single}) adds $(\kappa-1)/\langle N\rangle$, where $\kappa=\langle\xi^4\rangle/a^4$. For diffusive flights of exponentially distributed duration with mean $\tau_f$ and free diffusion coefficient $D_0$, $a^2=2D_0\tau_f$ and $\langle\xi^4\rangle=3(2D_0)^2(2\tau_f^2)=6a^4$, so $\kappa=6$.

Both contributions vanish as $r\to0$ and $T\to\infty$, leaving $\delta^2\simeq a^2N(T)\Delta/T$ for the individual record. The approach is slow. In the example below, $\alpha=0.517$, and reducing the cross-term rms to 10\% of the ensemble mean requires $r\approx3\times10^{-5}$. Even there, for 1 $\mu$s records, $\delta^2$ divided by the record's own $a^2N(T)\Delta/T$ has 10th and 90th percentiles of about 0.8 and 1.2. The authors' lags correspond to $r=0.002$ to 0.02. Their single-record slopes over that range have median 0.92, with 10th and 90th percentiles of 0.49 and 1.13. A claim that each of these records is linear would be wrong; the clean line belongs to their average.

The random count $N(T)$ gives a scatter that remains. Since $N^2=\sum_{n=1}^{N}(2n-1)$, its mean has transform $\sum_n(2n-1)\tilde\psi^n/s\simeq2/[s(1-\tilde\psi)^2]$ at small $s$. With $\nu=1$ this inverts to $2t^{2\alpha}/[C^2\Gamma(1+2\alpha)]$, and
\begin{equation}
\frac{{\rm Var}\,N}{\langle N\rangle^2}\to\frac{2\Gamma(1+\alpha)^2}{\Gamma(1+2\alpha)}-1 .
\label{EB}
\end{equation}
This equals 0.550 here; the simulation gives 0.564. At a 5 ns lag the additional variance is 0.141 by the formula and 0.138 in simulation. Their predicted sum is 0.691, whereas the relative variance of $\delta^2$ is 0.766. Much of this gap is normalization: the prediction divides by the leading mean, 22.7 nm$^2$, but the full mean from (\ref{mean}) is 21.8 nm$^2$. Rescaling by the square of their ratio gives 0.75; the remaining difference from 0.766 is of the size of the sampling error.

\section{Comparisons that separate the two cases}

A control with one trap level has exponential waits and the same mean jump count in 1 $\mu$s. Its lag slope is 1.000, hardly different from 0.976. Lengthening the record from 0.1 to 1 $\mu$s at a fixed 2 ns lag multiplies its simulated mean $\delta^2$ by 0.987 (the exact expectation is 1; the difference is sampling noise), but multiplies that of the band-tail walk by 0.350; equation (\ref{mean}) gives 0.346. The relative variance of the control's jump count is 0.0012.

The ensemble gives another distinction. Its simulated slope from 10 ns to 1 $\mu$s is 0.516. At 5 ns after the initial capture its mean squared displacement is 293 nm$^2$ by (\ref{N}), against 21.8 nm$^2$ for the time average at the same lag in a 1 $\mu$s record.

The absence of boundaries matters. Take a box with stationary position variance $V$, and a lag long enough for jumps within the window to erase the memory of position. The mean squared displacement is then $2V$ times the probability $p$ of at least one jump in $(t,t+\Delta)$. To find $1-p$, integrate the last jump time $t'$ over its density $K\alpha t'^{\alpha-1}$ times $\Psi(t+\Delta-t')$. Using $K\Gamma(1+\alpha)=\nu^\alpha/C$ and $t'=(t+\Delta)/(1+z)$,
\begin{equation}
1-p=\frac{\sin\pi\alpha}{\pi}\int_{\Delta/t}^{\infty}\frac{z^{-\alpha}}{1+z}dz,
\qquad
p=\frac{\sin\pi\alpha}{\pi}\int_0^{\Delta/t}\frac{z^{-\alpha}}{1+z}dz ,
\end{equation}
because the integral over all $z$ is $\pi/\sin\pi\alpha$. Write $1/(1+z)=1-z/(1+z)$. The first part gives $(\Delta/t)^{1-\alpha}/(1-\alpha)$, whose average over $0<t<T$ is $r^{1-\alpha}/[\alpha(1-\alpha)]$. In the second, each $z$ contributes for $t<\Delta/z$; for $T\gg\Delta$ its time integral is $\Delta\int_0^\infty z^{-\alpha}/(1+z)\,dz=\pi\Delta/\sin\pi\alpha$. Thus
\begin{equation}
\langle\delta^2\rangle_{\rm box}\simeq2V\left[\frac{\sin\pi\alpha}{\pi\alpha(1-\alpha)}r^{1-\alpha}-r\right].
\end{equation}
For a 5 nm box, $V=(5\,{\rm nm})^2/12$, this gives 0.390 nm$^2$ at 5 ns; the simulation gives 0.380 nm$^2$. From 2 to 20 ns the simulated slope is 0.466; the formula gives 0.449 over these lags and tends to $1-\alpha=0.483$ only as $r\to0$. Confinement removes the straight line when the carrier can explore the box within the lag.

\section{The coefficient and its extrapolation}

The rough parameters are $E_0=50$ meV, $\nu=10^{12}$ s$^{-1}$, free mobility $\mu=1$ cm$^2$/Vs, $\tau_f=1$ ps and 300 K. With $kT=25.85$ meV,
\begin{equation}
a^2=2(0.02585)(10^{-12})=5.17\times10^{-14}\ {\rm cm^2},
\end{equation}
so $a=2.27$ nm. Equation (\ref{N}) gives 877 jumps in 1 $\mu$s and an rms spread of 67 nm. Hence
\begin{equation}
D_{\rm app}=\frac{(5.17\times10^{-14})(877)}{2\times10^{-6}}=2.27\times10^{-5}\ {\rm cm^2/s}.
\end{equation}
A 0.1 $\mu$s record would give $6.9\times10^{-5}$ cm$^2$/s for the same material and temperature. Both figures are $r\to0$ limits. Read from (\ref{mean}) at lags of 2 and 20 ns, the values are $2.2$ and $2.1\times10^{-5}$ cm$^2$/s for 1 $\mu$s, and $6.4$ and $5.7\times10^{-5}$ cm$^2$/s for 0.1 $\mu$s.

Extending the 1 $\mu$s line to 10 $\mu$s predicts $2D_{\rm app}(10\,\mu{\rm s})=4.54\times10^4$ nm$^2$. The model gives $a^2\langle N\rangle=1.49\times10^4$ nm$^2$. The extrapolation is too large by $10^{1-\alpha}=3.04$.

\section{How far the model reaches}

These are model trajectories with typical-scale parameters, not measured paths. An unlimited exponential tail is not needed over a finite record, provided it extends well beyond the depth released during the record. The depth released in 1 $\mu$s is about $kT\ln(\nu T)=0.357$ eV. Cutting the tail at 0.60 eV changes the jump count by 0.4\% at 1 $\mu$s and 1.4\% at 10 $\mu$s. Shallower cuts matter: at 0.45, 0.40 and 0.30 eV the extrapolation factor 3.04 falls to 2.5, 1.8 and 1.03, and the cut at 0.40 eV already raises the 1 $\mu$s count by 27\%. With a cut at 0.20 eV, the count grows by a factor of 9.99 from 1 to 10 $\mu$s: normal growth has returned.

An applied field is a strong restriction for a biased device. Drift adds $(\mu F\tau_f)^2\langle N^2\rangle$ to the ensemble squared displacement. It equals $a^2\langle N\rangle$ at 1 $\mu$s when
\begin{equation}
F=\frac{a}{\mu\tau_f\sqrt{1.55\langle N\rangle}}\approx0.006\ {\rm MV/cm}.
\end{equation}
One volt across 1 $\mu$m already gives 0.01 MV/cm, so the zero-field ensemble spread at 1 $\mu$s does not describe such a film. Temperature also matters: at 350 K, with the other inputs fixed, $\alpha=0.603$ and $D_{\rm app}$ for 1 $\mu$s is 3.1 times larger.

For a tail density of $10^{20}$ cm$^{-3}$, deep defects at $10^{16}$ cm$^{-3}$ and equal capture coefficients, the expected number of deep captures is 0.09 in 1 $\mu$s and 0.29 in 10 $\mu$s. These figures ignore that a deep capture may end the walk. If it does, the capture probabilities are 0.08 and 0.23, the mean jump count falls by 6\% at 1 $\mu$s and 19\% at 10 $\mu$s, and the extrapolation factor rises from 3.04 to 3.5. Carrier densities must stay well below the $7.9\times10^{16}$ cm$^{-3}$ of tail states deeper than 0.357 eV, or trap filling matters. Free flight occupies about 0.09\% of 1 $\mu$s. Tunnelling between tail states is not negligible. Summing hops with prefactor $\nu$ over randomly placed neighbours at $10^{20}$ cm$^{-3}$, the median tunnelling rate out of traps 0.1 to 0.36 eV deep is about 10 to 20\% of thermal release for a 0.5 nm decay length. It exceeds thermal release for a 1 nm decay length, where the thermal-release model no longer applies.

Real traps also stay in place and can be revisited. With traps fixed on a cubic lattice, the simulated jump count in 0.1 $\mu$s is 1.21 times that of the fresh-trap model. If the mean squared displacement per jump is unchanged, this raises the coefficient at that time by about a fifth. That figure is for nearest-neighbour hops; flights with $a=2.27$ nm per axis among traps about 2.2 nm apart revisit less often and give a factor near 1.15.

The authors should report $D_{\rm app}$ for several record lengths at fixed lag, with the scatter between records and the ensemble spreading from the initial capture. The values above give this comparison for record lengths of 0.1 and 1 $\mu$s.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K, kT 25.85 meV
tail width 50 meV, alpha 0.5170
attempt rate 1e+12 1/s, free time 1 ps
free mobility 1.0 cm2/Vs, rms step a 2.274 nm
survival at nu*t=1e4: integral 0.007581, law 0.007581
mean jumps in 1 us: inversion 876.8, law 877.1
mean jumps in 0.1 us 266.7, in 10 us 2885 (law)
rms ensemble spread at 1 us 67.3 nm
ensemble log slope, 10 ns to 1 us, simulated 0.516
mean TASD, 1 us record (nm2): lag, simulated, law
  2 ns: 8.74, 8.84
  5 ns: 21.50, 21.79
  20 ns: 82.70, 84.00
mean TASD at 5 ns by inversion 21.79 nm2
ensemble MSD at 5 ns, law 293.0 nm2
log slope of mean TASD, 2 to 20 ns 0.976
single-record slopes, 10/50/90 percentiles 0.49 0.92 1.13
TASD at 2 ns, 1 us over 0.1 us record: 0.350, law 0.346
relative variance of jump count 0.564, law 0.550
cross-term variance, 5 ns 0.138, law 0.141
cross-term variance, 10 ns 0.193, law 0.199
relative variance of TASD, 5 ns 0.766, law 0.691
control, one trap level: lag slope 1.000
control: 1 us over 0.1 us record 0.987
control: relative variance of jump count 0.00122
box 5 nm: TASD at 5 ns 0.380 nm2, law 0.390 nm2
box lag slope 0.466, 1-alpha 0.483
tail cut at 0.60 eV: jumps in 1 us change by factor 1.0042
tail cut at 0.20 eV: jumps, 10 us over 1 us 9.99
apparent D, 0.1 us record 6.895e-05 cm2/s
apparent D, 1 us record 2.268e-05 cm2/s
MSD at 10 us: true law 14915 nm2, straight line from 1 us record 45352 nm2
overestimate of MSD at 10 us, factor 3.04
neglected: free-flight share of 1 us 8.77e-04
neglected: field where drift equals spreading 0.0062 MV/cm
neglected: deep density 1e+16, tail 1e+20 1/cm3
neglected: deep captures in 1 us 0.088, in 10 us 0.288
neglected: tunnelling over thermal release 0.0049 (decay length 0.5 nm)
depth released in 1 us 0.357 eV
tail states deeper than that 7.90e+16 1/cm3
at 350 K: alpha 0.603, apparent D, 1 us 7.024e-05 cm2/s
cubic-lattice return probability 0.3405
fixed traps: jump-count factor 1.208, law 1.223
\end{verbatim}
